# Minimum Bohm flux at fixed electron density in an electronegative plasma: a numerical check

```python
# Result under test: at fixed sheath-edge electron density the Bohm flux of
# positive ions is minimal at alpha = (gamma-3)/(2 gamma), for gamma > 3.
# alpha = negative-ion/electron density at the edge, gamma = Te/Tneg,
# eta = -potential/Te, speeds in units of c = sqrt(e Te/M), densities in n_e.
# Also tested: whether a monotone sheath can follow that edge state.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, fsolve, minimize_scalar
from scipy.special import gamma as gamma_function

ETA = np.logspace(-5, 1.5, 3000)


def bohm_speed(alpha, g):
    return np.sqrt((1 + alpha) / (1 + g * alpha))


def flux_factor(alpha, g):
    return (1 + alpha)**1.5 / np.sqrt(1 + g * alpha)


def best_alpha(g):
    return (g - 3) / (2 * g)


def least_factor(g):
    return 3**1.5 * (g - 1) / (2 * g**1.5)


def charge(eta, u, alpha, g):
    ions = (1 + alpha) / np.sqrt(1 + 2 * eta / u**2)
    return ions - np.exp(-eta) - alpha * np.exp(-g * eta)


def field_energy(eta, u, alpha, g):
    """Integral of the charge from 0 to eta, in a form free of cancellation."""
    ions = 2 * (1 + alpha) * eta / (1 + np.sqrt(1 + 2 * eta / u**2))
    return ions + np.expm1(-eta) + alpha * np.expm1(-g * eta) / g


def required_speed(alpha, g):
    """Least entrance speed with non-negative squared field everywhere."""
    def worst(u):
        return np.min(field_energy(ETA, u, alpha, g) / ETA**2)
    return brentq(worst, 0.05, 2.0, xtol=1e-13)


def required_flux(alpha, g):
    return (1 + alpha) * required_speed(alpha, g)


# Integrated charge against direct quadrature
for eta in (0.1, 1.0, 4.0):
    direct = quad(charge, 0, eta, args=(0.6, 0.4, 7.0), epsabs=1e-12)[0]
    assert abs(direct - field_energy(eta, 0.6, 0.4, 7.0)) < 1e-9

# Bohm speed and flux minimum from the sheath itself
for g in (2.0, 5.0, 8.0):
    speeds = []
    for alpha in (0.0, 0.1, 0.3, 1.0, 3.0):
        speeds.append(required_speed(alpha, g))
        assert abs(speeds[-1] / bohm_speed(alpha, g) - 1) < 1e-3
    assert np.all(np.diff(speeds) < 0)
    if g > 3:
        found = minimize_scalar(required_flux, bounds=(0, 2), args=(g,),
                                method="bounded", options={"xatol": 1e-7})
        assert abs(found.x - best_alpha(g)) < 1e-3
        assert abs(found.fun - least_factor(g)) < 1e-3
        speed_at_minimum = required_speed(found.x, g)
        assert abs(speed_at_minimum**2 - 3 / g) < 2e-3
        if g == 8.0:
            sheath_alpha, sheath_factor = found.x, found.fun
    else:
        fluxes = [required_flux(a, g) for a in np.linspace(0, 2, 21)]
        assert np.all(np.diff(fluxes) > 0)

# Curvature of the charge at the edge, by symbolic differentiation
x, G = sp.symbols("x G", positive=True)
A = (G - 3) / (2 * G)
U2 = (1 + A) / (1 + G * A)
rho = (1 + A) / sp.sqrt(1 + 2 * x / U2) - sp.exp(-x) - A * sp.exp(-G * x)
assert sp.simplify(sp.diff(rho, x).subs(x, 0)) == 0
assert sp.simplify(sp.diff(rho, x, 2).subs(x, 0) - (G - 1)) == 0

# Below 5+sqrt(24) the charge is never negative; above it, it can be
convex_limit = 5 + np.sqrt(24)
eta_charge = ETA[ETA > 1e-3]
alphas = np.linspace(0, 2, 201)


def lowest_charge(g):
    return min(np.min(charge(eta_charge, bohm_speed(a, g), a, g))
               for a in alphas)


assert lowest_charge(convex_limit - 0.1) > -1e-13
assert lowest_charge(convex_limit + 0.6) < -1e-7

# Largest gamma for which a monotone sheath follows the minimum-flux edge
eta_wide = np.logspace(-3, 1.5, 6000)


def worst_at_minimum(g, eta=eta_wide):
    a = best_alpha(g)
    return np.min(field_energy(eta, bohm_speed(a, g), a, g) / eta**2)


critical = brentq(lambda g: worst_at_minimum(g, eta_wide[eta_wide > 0.05]),
                  10, 20)


def touching(unknowns):
    g, eta = unknowns
    a = best_alpha(g)
    u = bohm_speed(a, g)
    return [quad(charge, 0, eta, args=(u, a, g), epsabs=1e-13)[0],
            charge(eta, u, a, g)]


touch_gamma, touch_eta = fsolve(touching, [12.0, 0.45])
assert np.max(np.abs(touching([touch_gamma, touch_eta]))) < 1e-8
assert abs(touch_gamma - critical) < 1e-3
assert all(worst_at_minimum(g) > 0
           for g in np.linspace(3.05, critical - 0.05, 120))
assert all(worst_at_minimum(g) < 0
           for g in np.linspace(critical + 0.05, 40, 200))

# A case above the critical gamma
g_high = 20.0
a_high = best_alpha(g_high)
speed_ratio = required_speed(a_high, g_high) / bohm_speed(a_high, g_high)
scan = np.linspace(0, 1.5, 151)
values = [required_flux(a, g_high) for a in scan]
centre = scan[int(np.argmin(values))]
high = minimize_scalar(required_flux, args=(g_high,), method="bounded",
                       bounds=(max(0.0, centre - 0.01), centre + 0.01),
                       options={"xatol": 1e-7})
assert speed_ratio > 1.001 and high.fun > least_factor(g_high)

# Oxygen example: rough typical inputs
Te, Tneg, ne_cm3 = 2.4, 0.3, 1e10
pressure_mTorr, gas_K, sigma_cm2, atomic_fraction = 10.0, 600.0, 1e-14, 0.10
mass = 2 * 15.999 * const.atomic_mass
g = Te / Tneg
c_cm = 100 * np.sqrt(const.e * Te / mass)
flux0 = ne_cm3 * c_cm
to_mA = const.e * 1e3
a_min, f_min = best_alpha(g), least_factor(g)
u_min_cm = 100 * np.sqrt(3 * const.e * Tneg / mass)
assert abs(ne_cm3 * (1 + a_min) * u_min_cm / (flux0 * f_min) - 1) < 1e-10
a_return = (np.sqrt(4 * g - 3) - 3) / 2
root = brentq(lambda a: required_flux(a, g) - 1, 0.5, 3)
assert abs(root - a_return) < 1e-3

# Warm positive ions: uniform velocity distribution of variance Tpos/Te


def warm_speed(alpha, gam, tau):
    return np.sqrt(bohm_speed(alpha, gam)**2 + 3 * tau)


def mean_inverse_square(u, half_width):
    total = quad(lambda v: v**-2, u - half_width, u + half_width)[0]
    return total / (2 * half_width)


Tgas = const.k * gas_K / const.e
warm_rows = []
for Tpos in (Tgas, Tneg):
    tau = Tpos / Te
    w = np.sqrt(3 * tau)
    variance = quad(lambda v: v**2, -w, w)[0] / (2 * w)
    assert abs(variance - tau) < 1e-10
    kinetic = brentq(lambda u: (1 + a_min) * mean_inverse_square(u, w)
                     - (1 + g * a_min), w + 1e-3, 3)
    assert abs(kinetic - warm_speed(a_min, g, tau)) < 1e-7
    warm = minimize_scalar(lambda a: (1 + a) * warm_speed(a, g, tau),
                           bounds=(0, 2), method="bounded",
                           options={"xatol": 1e-9})
    warm_rows.append((Tpos, warm.x, warm.fun,
                      warm.fun / warm_speed(0.0, g, tau)))

# Druyvesteyn electrons: screening temperature over (2/3) mean energy


def electron_density(eta, power):
    return quad(lambda s: 2 * s**2 * np.exp(-abs(s**2 + eta)**power),
                0, 6, epsabs=1e-12, epsrel=1e-11)[0]


def screening_ratio(power):
    h = 1e-3
    n0 = electron_density(0.0, power)
    slope = (electron_density(h, power) - electron_density(-h, power)) / (2*h)
    energy = quad(lambda s: 2 * s**4 * np.exp(-s**(2 * power)), 0, 6)[0] / n0
    return -n0 / slope / (2 * energy / 3)


assert abs(screening_ratio(1) - 1) < 1e-5
druy = screening_ratio(2)
g14, g34, g54 = (gamma_function(q) for q in (0.25, 0.75, 1.25))
assert abs(druy - 3 * g34**2 / (g14 * g54)) < 1e-4
g_druy = g * druy
druy_flux = np.sqrt(druy) * least_factor(g_druy) / f_min

# Atomic ions with the same energy, and collisions in the sheath
atomic_gain = 1 + atomic_fraction * (np.sqrt(2) - 1)
pressure_Pa = pressure_mTorr * 1e-3 * const.torr
gas_cm3 = pressure_Pa / (const.k * gas_K) * 1e-6
path_cm = 1 / (gas_cm3 * sigma_cm2)
debye_cm = 100 * np.sqrt(const.epsilon_0 * Te / (const.e * ne_cm3 * 1e6))

print(f"Te = {Te:.2f} eV, Tneg = {Tneg:.2f} eV, gamma = {g:.3f}")
print(f"edge electron density = {ne_cm3:.2e} cm^-3")
print(f"O2+ mass = {mass:.4e} kg")
print(f"c = sqrt(e Te/M) = {c_cm:.4e} cm/s")
print("alpha, speed (cm/s), flux (cm^-2 s^-1), F, current (mA/cm2):")
for a in (0.0, 0.1, a_min, 0.6, 1.0, 2.0):
    F = flux_factor(a, g)
    print(f"  {a:.4f}  {c_cm*bohm_speed(a, g):.4e}  {flux0*F:.4e}"
          f"  {F:.4f}  {flux0*F*to_mA:.4f}")
print(f"formula minimum: alpha = {a_min:.4f}, F = {f_min:.4f}")
print(f"sheath search:   alpha = {sheath_alpha:.4f}, F = {sheath_factor:.4f}")
print(f"flux reduction at minimum = {100*(1-f_min):.2f} %")
print(f"positive-ion density at minimum = {ne_cm3*(1+a_min):.4e} cm^-3")
print(f"sqrt(3 e Tneg/M) = {u_min_cm:.4e} cm/s")
print(f"F returns to 1 at alpha = {a_return:.4f}")
print(f"charge never negative up to gamma = {convex_limit:.4f}")
print(f"critical gamma for sheath at minimum = {critical:.4f}")
print(f"touching point: eta = {touch_eta:.4f}")
print(f"gamma = {g_high:.0f}: formula alpha = {a_high:.4f}, "
      f"F = {least_factor(g_high):.4f}")
print(f"  required speed / Bohm speed there = {speed_ratio:.4f}")
print(f"  monotone-sheath minimum: alpha = {high.x:.4f}, F = {high.fun:.4f}")
print("warm ions: Tpos (eV), alpha at min, flux/(ne c), flux/flux(alpha=0):")
for row in warm_rows:
    print("  " + "  ".join(f"{value:.4f}" for value in row))
print(f"Druyvesteyn screening temperature ratio = {druy:.4f}")
print(f"  gamma = {g_druy:.3f}, alpha at min = {best_alpha(g_druy):.4f}, "
      f"min flux ratio = {druy_flux:.4f}")
print(f"O+ fraction {atomic_fraction:.2f}: flux ratio = {atomic_gain:.4f}")
print(f"pressure = {pressure_mTorr:.1f} mTorr, gas = {gas_K:.0f} K, "
      f"cross section = {sigma_cm2:.1e} cm2")
print(f"gas density = {gas_cm3:.3e} cm^-3, ion path = {path_cm:.3f} cm")
print(f"electron Debye length = {debye_cm:.5f} cm, "
      f"over path = {debye_cm/path_cm:.4f}")
for T in (0.25, 0.40):
    print(f"Tneg = {T:.2f} eV: gamma = {Te/T:.2f}, "
          f"alpha at min = {best_alpha(Te/T):.4f}, "
          f"F = {least_factor(Te/T):.4f}")
print("tests ok")
```

It prints:

```
Te = 2.40 eV, Tneg = 0.30 eV, gamma = 8.000
edge electron density = 1.00e+10 cm^-3
O2+ mass = 5.3134e-26 kg
c = sqrt(e Te/M) = 2.6901e+05 cm/s
alpha, speed (cm/s), flux (cm^-2 s^-1), F, current (mA/cm2):
  0.0000  2.6901e+05  2.6901e+15  1.0000  0.4310
  0.1000  2.1030e+05  2.3133e+15  0.8599  0.3706
  0.3125  1.6474e+05  2.1622e+15  0.8037  0.3464
  0.6000  1.4129e+05  2.2607e+15  0.8404  0.3622
  1.0000  1.2681e+05  2.5363e+15  0.9428  0.4064
  2.0000  1.1301e+05  3.3903e+15  1.2603  0.5432
formula minimum: alpha = 0.3125, F = 0.8037
sheath search:   alpha = 0.3125, F = 0.8037
flux reduction at minimum = 19.63 %
positive-ion density at minimum = 1.3125e+10 cm^-3
sqrt(3 e Tneg/M) = 1.6474e+05 cm/s
F returns to 1 at alpha = 1.1926
charge never negative up to gamma = 9.8990
critical gamma for sheath at minimum = 12.0038
touching point: eta = 0.4320
gamma = 20: formula alpha = 0.4250, F = 0.5519
  required speed / Bohm speed there = 1.1685
  monotone-sheath minimum: alpha = 0.9197, F = 0.6040
warm ions: Tpos (eV), alpha at min, flux/(ne c), flux/flux(alpha=0):
  0.0517  0.2534  0.8672  0.8404
  0.3000  0.1345  1.0891  0.9287
Druyvesteyn screening temperature ratio = 1.3708
  gamma = 10.967, alpha at min = 0.3632, min flux ratio = 1.0386
O+ fraction 0.10: flux ratio = 1.0414
pressure = 10.0 mTorr, gas = 600 K, cross section = 1.0e-14 cm2
gas density = 1.609e+14 cm^-3, ion path = 0.621 cm
electron Debye length = 0.01152 cm, over path = 0.0185
Tneg = 0.25 eV: gamma = 9.60, alpha at min = 0.3438, F = 0.7512
Tneg = 0.40 eV: gamma = 6.00, alpha at min = 0.2500, F = 0.8839
tests ok
```
